**Bounds on exchange integrals and the sign of the Fock exchange operator**

For two orbitals of equal spin, the program tests $0\le K\le J$, where $J$ is the Coulomb integral and $K$ the exchange integral, and tests that the exchange operator $V_x$ has no positive eigenvalue. For random complex model orbitals it asserts that $K$ from real-space quadrature equals $K$ from the Fourier formula with $4\pi/k^2$, and that $J-K$ equals half the antisymmetrized repulsion integral. Two one-dimensional kernels show that positivity in real space and positivity in Fourier space are both needed: one gives $K>J$, the other $K<0$. For the Mn atom (unrestricted Hartree–Fock, def2-SVP, nonrelativistic) the bounds are asserted for all 465 distinct pairs of spin-up orbitals, and four exchange integrals are recomputed in Fourier space. The largest ratio $K/J$ among these pairs is 0.23. In this basis the eigenvalues of the spin-up $V_x$ run from $-16.87$ to $-0.025$ hartree. The program also asserts that the same-spin Coulomb potential plus $V_x$ has no negative eigenvalue, and that $V_x$ respects a lower bound set by the orbital gradients.

## Verification by program

```python
"""
Result under test (Hartree atomic units), for two orbitals a, b of equal spin:
    0 <= K_ab <= J_ab,  and the Fock exchange operator V_x is negative semidefinite.
J_ab = double integral of |a(r)|^2 |b(r')|^2 / |r-r'|
K_ab = double integral of rho(r) conj(rho(r')) / |r-r'|,  rho = conj(a) b
     = integral d^3k/(2 pi)^3 (4 pi/k^2) |rho(k)|^2
J_ab - K_ab = half the integral of |a(r)b(r') - b(r)a(r')|^2 / |r-r'|
V_x = minus the sum over occupied same-spin orbitals of their exchange operators.
Tests: complex model orbitals, 1D counterexamples with other kernels, and the
Mn atom (unrestricted Hartree-Fock, def2-SVP, nonrelativistic).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_legendre, spherical_jn
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def gauss_legendre(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def sphere_grid(n_theta=6, n_phi=12):
    """Directions and weights, exact for polynomials up to degree 11."""
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    cc, pp = np.meshgrid(c, phi, indexing="ij")
    s = np.sqrt(1 - cc**2)
    dirs = np.stack([s * np.cos(pp), s * np.sin(pp), cc], axis=-1).reshape(-1, 3)
    return dirs, np.repeat(wc, n_phi) * 2 * np.pi / n_phi


directions, w_dir = sphere_grid()

# ---- Gaussian representation of 1/r and its Fourier transform ----
r0, k0, t0 = 1.7, 1.3, 0.8
inv_r = 2 / np.sqrt(np.pi) * quad(lambda t: np.exp(-(r0 * t)**2), 0, np.inf)[0]
assert abs(inv_r - 1 / r0) < 1e-8
line_ft = quad(lambda x: np.exp(-(t0 * x)**2) * np.cos(k0 * x), -np.inf, np.inf)[0]
line_norm = quad(lambda x: np.exp(-(t0 * x)**2), -np.inf, np.inf)[0]
gauss_ft = (np.pi / t0**2)**1.5 * np.exp(-k0**2 / (4 * t0**2))
assert abs(line_ft * line_norm**2 - gauss_ft) < 1e-7
coulomb_ft = 2 / np.sqrt(np.pi) * quad(
    lambda t: (np.pi / t**2)**1.5 * np.exp(-k0**2 / (4 * t**2)), 0, np.inf)[0]
assert abs(coulomb_ft - 4 * np.pi / k0**2) < 1e-6
print("Fourier transform of 1/r from Gaussians")
show("  wave number k", k0, "1/bohr", 1)
show("  integral over Gaussian transforms", coulomb_ft, "bohr^2")
show("  4 pi/k^2", 4 * np.pi / k0**2, "bohr^2")


# ---- complex model orbitals: (c0 + c.r) exp(-r^2/2), six-dimensional quadrature ----
def polynomial_part(c, x, y, z):
    return np.pi**-0.75 * (c[0] + np.sqrt(2) * (c[1] * x + c[2] * y + c[3] * z))


xh, wh = np.polynomial.hermite.hermgauss(5)
centre = np.stack(np.meshgrid(xh, xh, xh, indexing="ij"), axis=-1).reshape(-1, 3)
w_centre = np.einsum("i,j,k->ijk", wh, wh, wh).ravel()
tl, wl = np.polynomial.laguerre.laggauss(6)
relative = (np.sqrt(tl)[:, None, None] * directions[None]).reshape(-1, 3)
w_relative = (wl[:, None] * w_dir[None]).ravel() / (2 * np.sqrt(2))
pos1 = np.moveaxis((centre[:, None] + relative[None]) / np.sqrt(2), -1, 0)
pos2 = np.moveaxis((centre[:, None] - relative[None]) / np.sqrt(2), -1, 0)
w_six = w_centre[:, None] * w_relative[None]

line = np.linspace(-6, 6, 41)
step = line[1] - line[0]
gx, gy, gz = np.meshgrid(line, line, line, indexing="ij")
k_rad, w_krad = gauss_legendre(30, 0, 8)
k_vec = (k_rad[:, None, None] * directions[None]).reshape(-1, 3)
w_k = (w_krad[:, None] * w_dir[None]).ravel()
wave_x, wave_y, wave_z = [np.exp(-1j * np.outer(k_vec[:, m], line)) for m in range(3)]

rng = np.random.default_rng(5)
model = []
for trial in range(3):
    ca, cb = rng.normal(size=(2, 4)) + 1j * rng.normal(size=(2, 4))
    ca, cb = ca / np.linalg.norm(ca), cb / np.linalg.norm(cb)
    a1, a2 = polynomial_part(ca, *pos1), polynomial_part(ca, *pos2)
    b1, b2 = polynomial_part(cb, *pos1), polynomial_part(cb, *pos2)
    J = np.sum(w_six * abs(a1)**2 * abs(b2)**2)
    K = np.sum(w_six * a1.conj() * b1 * b2.conj() * a2)
    half_anti = 0.5 * np.sum(w_six * abs(a1 * b2 - b1 * a2)**2)
    rho = (polynomial_part(ca, gx, gy, gz).conj() * polynomial_part(cb, gx, gy, gz)
           * np.exp(-gx**2 - gy**2 - gz**2))
    part = (wave_x @ rho.reshape(41, -1)).reshape(-1, 41, 41)
    part = np.einsum("kyz,ky->kz", part, wave_y)
    rho_k = np.einsum("kz,kz->k", part, wave_z) * step**3
    K_fourier = np.sum(w_k * abs(rho_k)**2) / (2 * np.pi**2)
    assert abs(K.imag) < 1e-10
    assert abs(K.real - K_fourier) < 1e-8
    assert abs(J - K.real - half_anti) < 1e-10
    assert 0 < K.real < J
    model.append((J, K.real, K_fourier, half_anti))
print("Random complex model orbitals, first pair")
for name, value in zip(("J", "K, real space", "K, Fourier space",
                        "half antisymmetrized integral"), model[0]):
    show("  " + name, value, "hartree")

# ---- other kernels: each of the two positivity properties is needed ----
x1, w1 = np.polynomial.hermite.hermgauss(40)
ground = np.full_like(x1, np.pi**-0.25)
excited = np.sqrt(2) * x1 * np.pi**-0.25


def line_JK(kernel):
    v = kernel(x1[:, None] - x1[None])
    mixed = w1 * ground * excited
    return (w1 * ground**2) @ v @ (w1 * excited**2), mixed @ v @ mixed


q = 1.2
J_cos, K_cos = line_JK(lambda d: np.cos(q * d))
J_sq, K_sq = line_JK(lambda d: d**2)
assert abs(J_cos - (1 - q**2 / 2) * np.exp(-q**2 / 2)) < 1e-10
assert abs(K_cos - q**2 / 2 * np.exp(-q**2 / 2)) < 1e-10
assert K_cos > J_cos > 0
assert abs(J_sq - 2) < 1e-10 and abs(K_sq + 1) < 1e-10
print("1D oscillator states 0 and 1, other kernels (dimensionless)")
show("  q in cos q(x-x')", q, "", 1)
show("  cosine kernel J", J_cos)
show("  cosine kernel K", K_cos)
show("  kernel (x-x')^2 J", J_sq)
show("  kernel (x-x')^2 K", K_sq)

# ---- Mn atom, 3d5 4s2 sextet, occupations fixed by angular momentum ----
mol = gto.M(atom="Mn 0 0 0", basis="def2-svp", spin=5, verbose=0)
labels = mol.ao_labels(fmt=None)
ao_l = np.array(["spdfg".index(lab[2][-1]) for lab in labels])
S = mol.intor("int1e_ovlp")
shell_filling = ({0: 4, 1: 6, 2: 5}, {0: 4, 1: 6})


def orbital_l(C):
    weight = C * (S @ C)
    return np.argmax([weight[ao_l == l].sum(axis=0) for l in range(5)], axis=0)


def occupy(mo_energy=None, mo_coeff=None):
    occ = np.zeros((2, len(mo_energy[0])))
    for s in range(2):
        kind = orbital_l(mo_coeff[s])
        for l, number in shell_filling[s].items():
            members = np.where(kind == l)[0]
            order = np.argsort(mo_energy[s][members], kind="stable")
            occ[s, members[order[:number]]] = 1
    return occ


mf = scf.UHF(mol)
mf.get_occ = occupy
mf.conv_tol = 1e-11
mf.max_cycle = 200
guess = np.asarray(scf.hf.init_guess_by_minao(mol))
mf.kernel(np.array([guess / 2, guess / 2]))
assert mf.converged
up = np.array(mf.mo_coeff[0])
occ_up = mf.mo_occ[0] > 0
down_occ = mf.mo_coeff[1][:, mf.mo_occ[1] > 0]
kind_up = orbital_l(up)

# Rotate the degenerate 3d orbitals to the usual real d functions.
d_set = np.where(occ_up & (kind_up == 2))[0]
assert np.ptp(mf.mo_energy[0][d_set]) < 1e-6
d_rows = [n for n, lab in enumerate(labels) if lab[2] == "3d"]
left, _, right = np.linalg.svd(up[np.ix_(d_rows, d_set)])
up[:, d_set] = up[:, d_set] @ (left @ right).T
d_index = {labels[row][3]: col for row, col in zip(d_rows, d_set)}
for name, col in d_index.items():
    foreign = [n for n, lab in enumerate(labels) if not (ao_l[n] == 2 and lab[3] == name)]
    assert np.max(abs(up[foreign, col])) < 1e-5
s_set = np.where(occ_up & (kind_up == 0))[0]
s_set = s_set[np.argsort(mf.mo_energy[0][s_set])]

# All J and K among spin-up orbitals, occupied and virtual.
n = mol.nao
eri = mol.intor("int2e", aosym="s1").reshape(n, n, n, n)
flat = eri.reshape(n * n, n * n)
squares = np.einsum("pi,qi->pqi", up, up).reshape(n * n, n)
J_all = squares.T @ flat @ squares
pairs = np.einsum("pi,qj->pqij", up, up).reshape(n * n, n * n)
K_all = np.sum(pairs * (flat @ pairs), axis=0).reshape(n, n)
off = ~np.eye(n, dtype=bool)
assert K_all.min() > -1e-10
assert np.all(K_all[off] < J_all[off])

# Finiteness bound: <1/r> and J do not exceed the norm of the orbital gradient.
grad = np.sqrt(2 * np.einsum("pi,pq,qi->i", up, mol.intor("int1e_kin"), up))
mean_inv_r = -np.einsum("pi,pq,qi->i", up, mol.intor("int1e_nuc"), up) / mol.atom_charge(0)
assert np.all(mean_inv_r <= grad)
assert np.all(J_all <= np.minimum.outer(grad, grad))

# K from orbital values on a grid, through the partial waves of rho(k).
r, w_r = gauss_legendre(900, 0, 14)
k, w_kk = gauss_legendre(400, 0, 80)
points = (r[:, None, None] * directions[None]).reshape(-1, 3)
orbital_values = mol.eval_gto("GTOval_sph", points) @ up
bessel = [spherical_jn(l, np.outer(k, r)) for l in range(5)]
cosines = np.clip(directions @ directions.T, -1, 1)


def K_in_k_space(i, j):
    rho = (orbital_values[:, i] * orbital_values[:, j]).reshape(len(r), -1)
    total = 0.0
    for l in range(5):
        f = bessel[l] @ (rho * (w_r * r**2)[:, None]) * w_dir
        power = np.einsum("ka,ab,kb->k", f, eval_legendre(l, cosines), f)
        total += 8 * (2 * l + 1) / (4 * np.pi) * (w_kk @ power)
    return total


print("Mn atom, UHF/def2-SVP, spin-up orbitals")
show("  total energy", mf.e_tot, "hartree")
show("  <S^2>", mf.spin_square()[0], "", 4)
chosen = [("3d_xy, 3d_x2-y2", d_index["xy"], d_index["x2-y2"]),
          ("3d_xy, 3d_xz", d_index["xy"], d_index["xz"]),
          ("3d_xy, 4s", d_index["xy"], s_set[3]),
          ("3s, 3d_xy", s_set[2], d_index["xy"]),
          ("1s, 4s", s_set[0], s_set[3])]
for name, i, j in chosen:
    K_k = K_in_k_space(i, j) if "1s" not in name else None
    text = f"  {name}: J = {J_all[i, j]:.6f}, K = {K_all[i, j]:.6f}"
    if K_k is not None:
        assert abs(K_k - K_all[i, j]) < 1e-6
        text += f", K from k space = {K_k:.6f}"
    print(text + " hartree")
i, j = chosen[0][1:]
show("  3d_xy, 3d_x2-y2: J", J_all[i, j] * HARTREE_EV, "eV", 3)
show("  3d_xy, 3d_x2-y2: K", K_all[i, j] * HARTREE_EV, "eV", 3)
print(f"  number of spin-up orbitals in the basis: {n}")
print(f"  number of distinct pairs: {n * (n - 1) // 2}")
print(f"  smallest K of a distinct pair: {K_all[off].min():.3e} hartree")
show("  largest K/J of a distinct pair", (K_all[off] / J_all[off]).max(), "", 4)

# Exchange operators as matrices, with their spectra.
occupied = (up[:, occ_up], down_occ)
V_x, V_same = [], []
for C in occupied:
    D = C @ C.T
    V_x.append(-np.einsum("prsq,rs->pq", eri, D))
    V_same.append(np.einsum("pqrs,rs->pq", eri, D))
for s, name in enumerate(("spin-up", "spin-down")):
    spectrum = eigh(V_x[s], S, eigvals_only=True)
    total = eigh(V_same[s] + V_x[s], S, eigvals_only=True)
    assert spectrum.max() < 1e-10
    assert total.min() > -1e-10
    kin = np.einsum("pi,pq,qi->i", occupied[s], mol.intor("int1e_kin"), occupied[s])
    bound = -np.sum(np.sqrt(2 * kin))
    assert spectrum.min() >= bound
    show(f"  {name} V_x, lowest eigenvalue", spectrum.min(), "hartree")
    show(f"  {name} V_x, highest eigenvalue", spectrum.max(), "hartree")
    show(f"  {name} lower bound from gradients", bound, "hartree", 3)
    show(f"  {name} same-spin Coulomb + V_x, lowest eigenvalue", total.min(), "hartree")

d_xy = up[:, d_index["xy"]]
x_up, x_down = d_xy @ V_x[0] @ d_xy, d_xy @ V_x[1] @ d_xy
assert abs(x_up + K_all[d_index["xy"], occ_up].sum()) < 1e-9
self_term = K_all[d_index["xy"], d_index["xy"]]
other_d = sum(K_all[d_index["xy"], c] for m, c in d_index.items() if m != "xy")
show("  3d_xy in spin-up V_x", x_up, "hartree")
show("  3d_xy in spin-down V_x", x_down, "hartree")
show("  difference, up minus down", x_up - x_down, "hartree")
show("  3d_xy self term K = J", self_term, "hartree")
show("  sum of K with the four other 3d orbitals", other_d, "hartree")
rest = x_up - x_down + self_term + other_d
show("  remainder from unequal s and p orbitals", rest, "hartree")
assert abs(rest) < 0.1 * (self_term + other_d)

print("verified")
```

Running it gives:

```
Fourier transform of 1/r from Gaussians
  wave number k: 1.3 1/bohr
  integral over Gaussian transforms: 7.435722 bohr^2
  4 pi/k^2: 7.435722 bohr^2
Random complex model orbitals, first pair
  J: 0.614999 hartree
  K, real space: 0.277714 hartree
  K, Fourier space: 0.277714 hartree
  half antisymmetrized integral: 0.337285 hartree
1D oscillator states 0 and 1, other kernels (dimensionless)
  q in cos q(x-x'): 1.2
  cosine kernel J: 0.136291
  cosine kernel K: 0.350462
  kernel (x-x')^2 J: 2.000000
  kernel (x-x')^2 K: -1.000000
Mn atom, UHF/def2-SVP, spin-up orbitals
  total energy: -1149.697283 hartree
  <S^2>: 8.7722
  3d_xy, 3d_x2-y2: J = 0.836843, K = 0.018815, K from k space = 0.018815 hartree
  3d_xy, 3d_xz: J = 0.806302, K = 0.034085, K from k space = 0.034085 hartree
  3d_xy, 4s: J = 0.359104, K = 0.007113, K from k space = 0.007113 hartree
  3s, 3d_xy: J = 0.918906, K = 0.080165, K from k space = 0.080165 hartree
  1s, 4s: J = 0.392242, K = 0.003041 hartree
  3d_xy, 3d_x2-y2: J: 22.772 eV
  3d_xy, 3d_x2-y2: K: 0.512 eV
  number of spin-up orbitals in the basis: 31
  number of distinct pairs: 465
  smallest K of a distinct pair: 1.754e-07 hartree
  largest K/J of a distinct pair: 0.2307
  spin-up V_x, lowest eigenvalue: -16.866622 hartree
  spin-up V_x, highest eigenvalue: -0.025288 hartree
  spin-up lower bound from gradients: -103.626 hartree
  spin-up same-spin Coulomb + V_x, lowest eigenvalue: 2.538193 hartree
  spin-down V_x, lowest eigenvalue: -16.864287 hartree
  spin-down V_x, highest eigenvalue: -0.027723 hartree
  spin-down lower bound from gradients: -85.332 hartree
  spin-down same-spin Coulomb + V_x, lowest eigenvalue: 1.655785 hartree
  3d_xy in spin-up V_x: -1.486999 hartree
  3d_xy in spin-down V_x: -0.484705 hartree
  difference, up minus down: -1.002294 hartree
  3d_xy self term K = J: 0.874472 hartree
  sum of K with the four other 3d orbitals: 0.126160 hartree
  remainder from unequal s and p orbitals: -0.001662 hartree
verified
```
